\section*{Why attracting vacancies cluster but do not phase separate in one dimension}

\section*{The question}

Oxygen vacancies sit on a chain of sites and attract each other when they are neighbours. Mean-field theory says that below a certain temperature a uniform mixture of equally many vacancies and filled sites is unstable and must split into a vacancy-rich and a vacancy-poor phase. Why does the infinite chain form clusters instead, and remain a single phase at every nonzero temperature?

Let $n_i=1$ if site $i$ holds a vacancy and $n_i=0$ otherwise, with
\begin{equation}
E=-J\sum_i n_in_{i+1},\qquad J>0 .
\end{equation}
The chain is uniform and in equilibrium. The vacancy fraction is $c$, the chemical potential is $\mu$, and $\beta=1/kT$, $K=e^{\beta J}$, $z=e^{\beta\mu}$. Phase separation means that two different values of $c$ coexist at one $\mu$, so that $c(\mu)$ jumps. Energies are in eV or meV and lengths in nm.

\section*{The mechanism: cutting a cluster is cheap}

Close the chain into a ring of $N$ sites with $M$ vacancies, grouped in $k$ unbroken runs. A run of $m$ vacancies has $m-1$ bonds, so $E=-J(M-k)$: each additional run costs $J$, however long the runs are.

To count the arrangements, choose the first site of one marked run ($N$ ways). Then divide the $M$ vacancies into $k$ nonempty runs and the $N-M$ filled sites into $k$ nonempty gaps. Any of the $k$ runs could have been the marked one, so we divide by $k$. The total weight of $k$ runs is
\begin{equation}
W_k=\frac Nk\binom{M-1}{k-1}\binom{N-M-1}{k-1}e^{\beta J(M-k)} .
\end{equation}
Since $\binom{M-1}{k}\big/\binom{M-1}{k-1}=(M-k)/k$, and likewise for the gaps,
\begin{equation}
\frac{W_{k+1}}{W_k}=\frac{(M-k)(N-M-k)}{k(k+1)}\,e^{-\beta J}.
\end{equation}
A phase-separated state has $k/N\to0$. There the ratio grows without limit as $N$ increases, while the penalty $e^{-\beta J}$ stays fixed. Cutting a large cluster gains more in positional entropy than it costs in energy. Cutting continues until the ratio falls to one, at a finite $w=k/N$:
\begin{equation}
(c-w)(1-c-w)=Kw^2. \label{pair}
\end{equation}
For any smaller fixed $k/N$ the ratio exceeds one over a number of steps proportional to $N$, so such states are exponentially improbable.

Expanding the left side gives $(K-1)w^2+w-c(1-c)=0$. With
\begin{equation}
s=\sqrt{1+4c(1-c)(K-1)},
\end{equation}
the positive root is $w=(s-1)/[2(K-1)]$. Because $s^2-1=4c(1-c)(K-1)$, this equals
\begin{equation}
w=\frac{2c(1-c)}{1+s}. \label{w}
\end{equation}
The mean run length is $M/k$, that is
\begin{equation}
\ell=\frac cw=\frac{1+s}{2(1-c)} . \label{run}
\end{equation}
Without attraction $s=1$ and $\ell=1/(1-c)$, the value for random placement. At $c=1/2$, $s=\sqrt K$ and $\ell=1+e^{\beta J/2}$. Runs become exponentially long on cooling, but diverge only as $T\to0$.

\section*{What mean field predicts}

Mean field places a vacancy on each site independently with probability $c$. Both sites of a bond then hold vacancies with probability $c^2$, and the free energy per site is
\begin{equation}
f_{\rm MF}=-Jc^2+kT\left[c\ln c+(1-c)\ln(1-c)\right].
\end{equation}
Differentiating twice,
\begin{equation}
f_{\rm MF}''=\frac{kT}{c(1-c)}-2J .
\end{equation}
This vanishes at $c(1-c)=kT/2J$, or
\begin{equation}
c=\tfrac12\left[1\pm\sqrt{1-2kT/J}\right].
\end{equation}
Between these two points, the spinodal, the curvature is negative. They exist if $kT<J/2$.

\section*{The transfer matrix removes the spinodal}

Now let $M$ vary at fixed $\mu$. Sharing the factor $z^{n}$ of each site equally between its two bonds gives $Z=\mathrm{Tr}\,T^N$ with
\begin{equation}
T=\begin{pmatrix}1&\sqrt z\\ \sqrt z&zK\end{pmatrix},\qquad
\lambda_\pm=\tfrac12\left[1+zK\pm\sqrt{(1-zK)^2+4z}\right].
\end{equation}
For large $N$, $\ln Z=N\ln\lambda_+$ and $c=\partial\ln\lambda_+/\partial(\beta\mu)$. The quantity under the root is at least $4z>0$, so the eigenvalues never meet, $\ln\lambda_+$ is smooth, and $c(\mu)$ cannot jump.

The slope follows from the normalized leading eigenvector $(a_0,a_1)$. In a long ring, $T^{N-1}$ reduces to $\lambda_+^{N-1}$ times the projector on this vector, so a neighbouring pair has probability $P_{nn'}=a_nT_{nn'}a_{n'}/\lambda_+$. Summing over $n'$ gives $a_1^2=c$ and $a_0^2=1-c$. Let $w=P_{10}$; then $P_{11}=c-w$ and $P_{00}=1-c-w$. The ratio $P_{11}P_{00}/P_{10}^2=zK/z=K$ reproduces (\ref{pair}), and $P_{11}/P_{00}=zK\,c/(1-c)$ gives
\begin{equation}
zK=\frac{(c-w)(1-c)}{(1-c-w)\,c}.
\end{equation}
From (\ref{w}), $c-w=c(s-1+2c)/(1+s)$ and $1-c-w=(1-c)(s+1-2c)/(1+s)$. Hence
\begin{equation}
\beta\mu=-\beta J+\ln\frac{s+m}{s-m},\qquad m=2c-1 .
\end{equation}
Write $s'=ds/dm$. Putting the two terms of the derivative over a common denominator,
\begin{equation}
\frac{d(\beta\mu)}{dm}=\frac{s'+1}{s+m}-\frac{s'-1}{s-m}=\frac{2(s-ms')}{s^2-m^2}.
\end{equation}
Since $4c(1-c)=1-m^2$, we have $s^2=K-(K-1)m^2$. Therefore $ss'=-(K-1)m$, $s-ms'=[s^2+(K-1)m^2]/s=K/s$, and $s^2-m^2=K(1-m^2)$. With $dm/dc=2$,
\begin{equation}
\boxed{\;\beta\frac{d\mu}{dc}=\frac{1}{c(1-c)\,s}>0\;} \label{slope}
\end{equation}
for $0<c<1$ and every $T>0$. There is no spinodal.

Attraction does lower this slope, which is the thermodynamic sign of clustering. The second derivative of $\ln Z$ with respect to $\beta\mu$ is the variance of $M$, so the variance per site is
\begin{equation}
S=\frac{dc}{d(\beta\mu)}=c(1-c)\,s ,
\end{equation}
larger than the random value by the factor $s$. Correlations between sites decay by the factor $\lambda_-/\lambda_+$ per step. This is the difference between the chances of finding a vacancy after a vacancy and after a filled site:
\begin{equation}
\frac{\lambda_-}{\lambda_+}=\frac{c-w}{c}-\frac{w}{1-c}=1-\frac{2}{1+s}=\frac{s-1}{s+1}.
\end{equation}
The correlation length is thus $1/\ln[(s+1)/(s-1)]$ sites, which is finite.

\section*{Why a common tangent does not rescue mean field}

One might keep $f_{\rm MF}$ and replace its unstable part by a common tangent. That fails too. For a trial distribution $p$ and the true one $q$, $\ln x\le x-1$ gives $\sum p\ln(p/q)\ge0$. Applied to the product state this reads $-kT\ln\lambda_+\le f_{\rm MF}(c)-\mu c$ for any $\mu$. Choosing the $\mu$ that belongs to $c$, the true free energy $f=\mu c-kT\ln\lambda_+$ obeys $f\le f_{\rm MF}$. By (\ref{slope}), $f$ is also strictly convex. It lies at or below the two tangent points, and so strictly below the line joining them. Both the spinodal and the two-phase region come from a trial state that leaves out the correlations between neighbours.

\section*{Longer range, and where the argument ends}

If the attraction reaches $R$ sites, the matrix acts on the $2^R$ possible arrangements of vacancies in a window of $R$ sites. In $R$ steps any window can be replaced by any other, so $T^R$ has only positive entries. By the Perron--Frobenius theorem its largest eigenvalue $\Lambda$ is a simple root of the characteristic polynomial. A simple root varies smoothly with $\mu$, and so does $\ln Z/N=(\ln\Lambda)/R$. Again $c(\mu)$ has no jump. The same holds for an infinitely long bundle of finitely many coupled chains, but its correlation length grows exponentially with the cross-section, because a boundary must cut every chain. For the parameters used below ($J/kT=3.87$, half filling, surface sites given half of their missing bond energy), a $3\times3$ bundle has a correlation length of about 38 sites at a sideways attraction of $0.1J$ and over $10^6$ sites at $0.5J$, against 3.4 sites for one chain. A short bundle can therefore look phase separated. The argument also needs a finite range. For infinite tails it is a known result, not derived here, that an attraction falling faster than $1/r^2$ gives no transition, while one falling as $1/r^a$ with $1<a\le2$ does.

The opposite limit is a coupling $2J/N$ between every pair, whatever their distance. The energy is then $-JM^2/N$ up to a term that does not grow with $N$. It depends on $M$ alone, so cutting a cluster has no meaning. Counting the $\binom NM$ arrangements gives exactly $f_{\rm MF}$ per site for large $N$, and the transition is real.

\section*{Numbers for an oxide filament}

Take a vacancy-rich chain in a hafnium-oxide filament with rough, assumed parameters: $J=0.20$ eV, spacing 0.26 nm, and 600 K during switching. Then $kT=0.0517$ eV and $J/kT=3.868$. The mean-field critical temperature is 1160 K, and at 600 K the spinodal runs from $c=0.153$ to $0.847$.

At $c=0.5$, $s=e^{3.868/2}=6.92$. The true slope is $1/(0.25\times6.92)=0.578$, whereas mean field gives $4-2\times3.868=-3.74$. The mean run is $1+6.92=7.9$ sites, or 2.1 nm, against 2 sites for random placement. The correlation length is 3.4 sites. Measured as $f+Jc$, the free energy per site is $-7.0$ meV; the mean-field value is $14.2$ meV and its common tangent lies at $-1.2$ meV, still above the true value.

Spreading the same total $J$ evenly over $R=1,2,4,8$ neighbours leaves $f_{\rm MF}$ unchanged but raises $S$ from 1.73 to 3.94, 16.6 and 224. The variance per site stays finite but grows steeply with $R$.

A short chain can imitate phase separation. Set $\mu=-J$ and give each end site half of its missing bond energy. Every boundary between a vacancy and a filled site then costs $J/2$, and an open chain of $N$ sites holds either no vacancies or only vacancies with probability $(1+e^{-\beta J/2})^{-(N-1)}$. For 40 sites (10.4 nm) this is 0.005 at 600 K but 0.45 at 300 K, where the infinite-chain mean run, 12.7 nm, exceeds the chain length. This preference for the two extremes is a finite-size effect, and only a partial one: at 300 K another 45\% of the weight lies between 5 and 35 vacancies. The even split also relies on the end term; without it the chain is empty of vacancies with probability 0.73 and almost never full.

\section*{How far a real filament departs from this}

A real filament is neither straight nor isolated, and a vacancy fraction of one half suits only a strongly reduced core. The value of $J$ matters: 0.1 or 0.3 eV changes the 600 K mean run at $c=0.5$ to 3.6 or 19 sites. An attractive tail $J/r^3$, with $r$ in sites, raises $S$ from 1.73 to 3.8 when cut at 4 sites and to 4.6 when cut at 8, then to 4.9 at 12 and 5.0 at 15, so it is still rising slowly with the cutoff. Sideways attraction $J_\perp$ to four neighbouring chains, treated in mean field, subtracts $4J_\perp$ from $d\mu/dc=kT/S$. The slope vanishes at $J_\perp=51.7/(4\times1.729)=7.5$ meV, under 4\% of $J$. In an extended three-dimensional array of chains, separation therefore becomes possible at a weak sideways coupling. Mean field neglects correlations between the chains and so overstates their tendency to separate: 7.5 meV is a low estimate. A Monte Carlo simulation of the same array on small lattices puts the threshold near 10 meV, about 5\% of $J$.

Charge and kinetics are more serious. Two doubly charged vacancies one site apart repel by about 1.1 eV, using a rough bulk permittivity of 20, so the model needs vacancies that are neutral or strongly screened by electrons. With an attempt rate of $10^{13}$ s$^{-1}$ and a rough neutral-vacancy barrier of 2.4 eV, one hop takes about $10^7$ s at 600 K. A barrier of 0.7 eV, more typical of charged vacancies, gives $8\times10^{-8}$ s. The run lengths above describe equilibrium, which a neutral core would not reach during a switching pulse at 600 K. Charged vacancies move fast enough, but they feel the switching field: 1 V across 10.4 nm shifts the energy of a doubly charged vacancy by 50 meV per site, about $kT$, so the uniform chain assumed here does not describe them under bias. The numerical output below lists the remaining values.

\section*{Computed results}
\begin{verbatim}
attraction J = 0.20 eV, site spacing = 0.26 nm
chain: 40 sites, length = 10.4 nm
kT at 600 K = 0.05170 eV, J/kT = 3.868
mean-field critical temperature = 1160 K
mean-field spinodal at 600 K: c = 0.153, 0.847
mean-field binodal at 600 K: c = 0.0247, 0.9753
At 600 K, slope = d(mu/kT)/dc, S = variance per site:
  c=0.1: s=4.227, S=0.380, exact slope=2.629, mean-field slope=3.375, mean run=2.90 sites
  c=0.3: s=6.353, S=1.334, exact slope=0.750, mean-field slope=-2.974, mean run=5.25 sites
  c=0.5: s=6.918, S=1.729, exact slope=0.578, mean-field slope=-3.736, mean run=7.92 sites
Free energy per site f + J c at c=0.5, hot chain:
  exact = -6.98 meV
  mean field = 14.16 meV
  mean-field common tangent = -1.17 meV
Temperature dependence at c=0.5:
  300 K: J/kT=7.736, mean run=48.85 sites = 12.70 nm, correlation length=23.92 sites
  600 K: J/kT=3.868, mean run=7.92 sites = 2.06 nm, correlation length=3.43 sites
  1200 K: J/kT=1.934, mean run=3.63 sites = 0.94 nm, correlation length=1.25 sites
random mean run at c=0.5 (J=0) = 2.00 sites
Finite open chain, half-filling chemical potential, neutral ends:
  300 K: probability all empty or all full = 0.4464
  600 K: probability all empty or all full = 0.0052
Same total attraction J spread evenly over R neighbours, hot, c=0.5:
  R=1: S = 1.729
  R=2: S = 3.941
  R=4: S = 16.55
  R=8: S = 224.2
Attractive tail J/r^3 (r in sites), hot, c=0.5:
  cut at 4 sites: S = 3.827 (nearest neighbour only 1.729)
  cut at 8 sites: S = 4.603 (nearest neighbour only 1.729)
Uncertainty of J, hot, c=0.5:
  J=0.1 eV: mean run = 3.63 sites
  J=0.3 eV: mean run = 19.19 sites
sideways attraction threshold, 4 neighbour chains, hot = 7.47 meV
repulsion of two 2+ vacancies one site apart, relative permittivity 20 = 1.11 eV
Mean hop time, attempt rate 1e+13 per s:
  barrier 0.7 eV, 300 K: 5.7e-02 s
  barrier 0.7 eV, 600 K: 7.6e-08 s
  barrier 2.4 eV, 300 K: 2.1e+27 s
  barrier 2.4 eV, 600 K: 1.4e+07 s
\end{verbatim}
